# Collision and Binding of S-Wave S-Matrix Poles in a Square Well

## Second half: the whole track of a pair, from far away to binding

### Symbols and results carried over

The well has radius $a$ and depth $V_0$; $\beta=ka$, $A=a\sqrt{2mV_0}/\hbar$ and $\alpha^2=\beta^2+A^2$. Lengths are in units of $a$, energies in units of $\hbar^2/(2ma^2)$. From the first half I take:

- The scattering matrix is $S=e^{-2i\beta}N/J$ with $J=\cos\alpha-i\beta\,\sin\alpha/\alpha$ and $N=\cos\alpha+i\beta\,\sin\alpha/\alpha$. Its poles are zeros of $J$ at which $N\ne0$.
- Poles of $S$ obey $\beta=-i\alpha\cot\alpha$ and $\sin\alpha=s\alpha/A$ with $s=\pm1$. The values $\pm\alpha$ give the same pole.
- The equation $\tan\alpha=\alpha$ has real solutions only. The one between $n\pi$ and $(n+\tfrac12)\pi$, $n\ge1$, is called $\alpha_n$.
- For $n\ge1$ two poles appear on the imaginary axis at $\beta=-i$ when $A=A_n=\sqrt{1+\alpha_n^2}$. One then rises and one sinks. Poles with $\alpha\ne0$ merge nowhere else.
- The $n=0$ pole stays alone on the axis and binds at $A=\pi/2$.
- Poles move according to $d\beta/dA=(i\beta-A^2)/[A(\beta+i)]$.

What is missing is the origin of the two poles that appear at $A_n$.

### Complex poles

If $\alpha^2$ is real, $\alpha\cot\alpha$ is real and $\beta$ lies on the imaginary axis. Off the axis, therefore, $\alpha$ has both a real and an imaginary part. Choose its sign so that the real part is positive, and write $\alpha=x-iz$. Replacing $z$ by $-z$ replaces $\alpha$ by $\alpha^*$ and $\beta$ by $-\beta^*$, the mirror pole, so it is enough to study $x>0$, $z>0$.

Since $\sin(x-iz)=\sin x\cosh z-i\cos x\sinh z$, the condition $\sin\alpha=s\alpha/A$ splits into

$$\sin x\cosh z=\frac{sx}{A},\qquad \cos x\sinh z=\frac{sz}{A}.$$

Divide the first by the second and rearrange:

$$\frac{\tan x}{x}=\frac{\tanh z}{z}.$$

The right side lies between $0$ and $1$. For $0<x<\pi/2$ the left side exceeds $1$, and for $\pi/2<x<\pi$ it is negative, so there is no solution with $x<\pi$. This is why $n=0$ has no complex pair. For $n\ge1$ the left side is positive when $n\pi<x<(n+\tfrac12)\pi$, and there

$$\frac{d}{dx}\frac{\tan x}{x}=\frac{x-\sin x\cos x}{x^2\cos^2x}>0 .$$

It rises from $0$ and reaches $1$ at $x=\alpha_n$. Each $z>0$ thus has one $x$ in the strip $n\pi<x<\alpha_n$, and a pair cannot leave its strip. That gives the pair a permanent label $n$.

The position of the pole follows from $\alpha/\sin\alpha=sA$, which turns $\beta=-i\alpha\cos\alpha/\sin\alpha$ into $\beta=-isA\cos\alpha$. With $\cos(x-iz)=\cos x\cosh z+i\sin x\sinh z$, and with $sA\cos x=z/\sinh z$ and $sA\sin x=x/\cosh z$ from the split conditions,

$$\beta=-i\left(z\coth z+ix\tanh z\right)=x\tanh z-iz\coth z .$$

Because $\tanh z<z$, it follows that

$$\operatorname{Im}\beta=-z\coth z<-1 .$$

Every complex pole lies more than $1/a$ below the real axis of $k$, at every depth.

**Limit $z\to0$.** Here $x\to\alpha_n$, $\operatorname{Re}\beta\to0$ and $\operatorname{Im}\beta\to-1$. The pair arrives at the place where the two axis poles are born.

It remains to show that the pair moves along this curve in one direction. Along the curve, $A=s\alpha/\sin\alpha$ is real, and

$$\frac{dA}{dz}=\frac{dA}{d\alpha}\,\frac{d\alpha}{dz},\qquad \frac{d\alpha}{dz}=\frac{dx}{dz}-i\neq0 .$$

The factor $dA/d\alpha$ vanishes only where $\tan\alpha=\alpha$, which has no complex solution. So $dA/dz$ keeps one sign. Squaring and adding the split conditions gives

$$A^2=\frac{x^2+z^2}{\sin^2x+\sinh^2z},$$

which tends to $0$ for $z\to\infty$ and to $A_n^2$ for $z\to0$. Hence $A$ rises steadily from $0$ to $A_n$ as $z$ falls from infinity to zero. For each $n\ge1$ there is one mirror pair while $A<A_n$ and none afterwards. Since $z\coth z$ is an increasing function of $z$, and $z$ decreases as $A$ grows, the pair rises throughout.

As a separate check, the outgoing-wave boundary problem was discretized in polynomials for $A=0.5,1.0,\dots,12.0$, without use of these formulas. Among the complex poles with $|\beta|<20$, the highest imaginary part found was $-1.0152$, in accord with the bound.

**Limit $A\to0$.** Here $z$ is large, so $\tan x\approx x/z$ and $x\approx n\pi(1+1/z)$. Also $|\sin\alpha|\approx\tfrac12e^z$, which gives $z\approx\ln(2|\alpha|/A)$. The pair comes from $-i\infty$ with $\operatorname{Re}\beta\to\pm n\pi$, but the approach is logarithmic. Even at $A=10^{-12}$ the $n=1$ pole is at $3.2433-31.7884i$. The estimate $\pi(1+1/31.79)=3.240$ agrees with its real part to about 0.1%.

### The turn at the collision

Near the minimum of $A(\alpha)$ the motion can be written out. From $dA/d\alpha=s\,h/\sin^2\alpha$ with $h=\sin\alpha-\alpha\cos\alpha$, $h(\alpha_n)=0$ and $h'=\alpha\sin\alpha$,

$$\left.\frac{d^2A}{d\alpha^2}\right|_{\alpha_n}=\frac{s\,\alpha_n\sin\alpha_n}{\sin^2\alpha_n}=A_n,\qquad A-A_n\approx\tfrac12A_n(\alpha-\alpha_n)^2 .$$

For the pole position, $\cot\alpha_n=1/\alpha_n$ and $\alpha_n/\sin^2\alpha_n=A_n^2/\alpha_n$, so

$$\left.\frac{d\beta}{d\alpha}\right|_{\alpha_n}=-i\,\frac{1-A_n^2}{\alpha_n}=i\alpha_n,\qquad \beta+i\approx i\alpha_n(\alpha-\alpha_n).$$

Eliminating $\alpha-\alpha_n$ gives

$$(\beta+i)^2\approx-\frac{2\alpha_n^2}{A_n}(A-A_n).$$

Below $A_n$ the right side is positive and $\beta+i$ is real: the poles approach each other horizontally. Above $A_n$ it is negative and $\beta+i$ is imaginary: they part vertically. Their speed diverges at the collision as the inverse square root of the distance in $A$. Two simple zeros of $J$ merge there, and $N\ne0$, so $S$ has a double pole at $k=-i/a$.

For $n=1$ the coefficient is $2\times4.49341^2/4.60334=8.7722$. Numerical poles at $A_1\mp0.001$, with half their separation taken for $\beta+i$, give $8.7712$ before and $8.7733$ after the collision. Taken one at a time, the two poles after the collision give $8.80$ and $8.75$, because the next correction shifts both in the same direction. The number of zeros of $J$ within a distance $0.5$ of $-i$, counted from the phase of an integrated radial solution round that circle, is $2.000$ at $A=A_1$. At $A=1$, where the lone $n=0$ pole passes, it is $1.000$.

### Binding

The upper pole has $y=\alpha\cot\alpha$, which vanishes at $\alpha=(n+\tfrac12)\pi$. At $\beta=0$ one has $\alpha=A$, so binding occurs at

$$A=L_n\equiv(n+\tfrac12)\pi .$$

The equation of motion at $\beta=0$ gives $d\beta/dA=-A^2/(iA)=iA$. The pole crosses zero at finite speed. Just above threshold $\kappa\approx L_n(A-L_n)$, and the binding energy $\kappa^2$ grows quadratically with the excess depth. For $n=1$ the numerical slope is $4.7124$, equal to $L_1=3\pi/2$ to the digits shown.

At the crossing itself $N$ vanishes together with $J$. With $A=L_n$ and small $\beta$, $\alpha-L_n\approx\beta^2/(2L_n)$, and near $L_n$ one has $\alpha\cot\alpha\approx-L_n(\alpha-L_n)\approx-\beta^2/2$. Then

$$S\approx\frac{-\beta^2/2+i\beta}{-\beta^2/2-i\beta}\to-1 .$$

At any other depth $\alpha\cot\alpha$ does not vanish at $\beta=0$, and $S\to1$. At $ka=0.001$ the integrated wave gives $\operatorname{Re}S=-1.00000$ for $A=3\pi/2$ and $1.00000$ for $A=4$.

**Limit of large $A$.** The upper pole has $\alpha\to(n+1)\pi$, the hard-wall value for level number $n+1$. The lower one has $\alpha\to n\pi$ from above and $y=\sqrt{A^2-\alpha^2}$, so it sinks without end. For $n=1$ and $A=12$, the range $\pi<\alpha<\alpha_1$ demands $11.13<y<11.58$. The computed value is $11.4989$.

### How long does the virtual stage last?

Put $\alpha_n=L_n-\varepsilon$. Then $\tan\alpha_n=\cot\varepsilon$, and $\tan\alpha_n=\alpha_n$ gives $\varepsilon\approx1/L_n$ for large $L_n$. Therefore $\alpha_n^2\approx L_n^2-2$ and $A_n^2=1+\alpha_n^2\approx L_n^2-1$, so

$$L_n^2-A_n^2\approx1,\qquad L_n-A_n\approx\frac1{2L_n}=\frac{1}{(2n+1)\pi}.$$

In depth, the stage between collision and binding lasts about one unit $\hbar^2/(2ma^2)$ for every $n\ge1$. The computed values of $L_n^2-A_n^2$ for $n=1,2,3$ are $1.016$, $1.006$ and $1.003$.

### What the virtual state does to scattering

At zero energy the outside wave is $u\propto r-\ell$, where $\ell$ is the scattering length in units of $a$. Matching at $r=1$ gives

$$D\equiv A\cot A=\frac1{1-\ell},\qquad \ell=1-\frac1D .$$

Let the upper pole be at $-iy$ with small $y>0$. Its inside wave number is $\alpha\approx A-y^2/(2A)$. Near $L_n$ the slope of $\alpha\cot\alpha$ is $-A$ to leading order, so the pole condition becomes

$$y=\alpha\cot\alpha\approx D+\frac{y^2}{2},\qquad D\approx y-\frac{y^2}2 .$$

Hence

$$\ell\approx1-\frac1y\left(1+\frac y2\right)=-\frac1y+\frac12 .$$

A virtual state close to zero makes the scattering length large and negative. The shorter estimate $-1/y$ exceeds $\ell$ in magnitude by a fraction of about $y/2$.

A large scattering length therefore does not require a bound level close to zero. At $A=4.70$, a little before the binding depth $4.7124$, the $n=1$ pair has already collided and the upper pole is at $-0.0600i$. The scattering length is $-16.173a$. The pole alone gives $-1/y=-16.659$, and adding $\tfrac12$ gives $-16.159$. The zero-energy cross-section $4\pi\ell^2$ is about $262$ times $4\pi a^2$, without a resonance and without a second level.

### Worked example: the second level

The table follows the right-hand member of the $n=1$ pair. The last column is the real part of the energy, $\operatorname{Re}\beta^2$.

| $A$ | $\operatorname{Re}\beta$ | $\operatorname{Im}\beta$ | $\operatorname{Re}\beta^2$ |
|---|---|---|---|
| 1.00 | 4.1200 | −2.3012 | 11.68 |
| 2.00 | 3.9278 | −1.6475 | 12.71 |
| 3.00 | 3.3618 | −1.3106 | 9.58 |
| 4.00 | 2.2149 | −1.0964 | 3.70 |
| 4.50 | 0.9462 | −1.0152 | −0.14 |
| 4.60 | 0.1711 | −1.0005 | −0.97 |

The row $A=3$ can be retraced by hand. From $z\coth z=1.3106$ follows $z\approx0.996$ and $\tanh z\approx0.760$. Then $x=3.3618/0.760\approx4.42$, which lies between $\pi$ and $\alpha_1=4.493$. With the unrounded $x\approx4.424$, $|\cos x|\approx0.284$ and $z/\sinh z\approx0.852$, so $A=0.852/0.284\approx3.00$.

Is this pole a resonance in the ordinary sense? Writing the complex energy as $E-i\Gamma/2$ gives $\Gamma=4|\operatorname{Re}\beta\,\operatorname{Im}\beta|$. At $A=3$ this is $4\times3.3618\times1.3106=17.6$, larger than $E=9.58$. At $A=4$ it is $9.7$ against $3.7$. The ratio $\Gamma/E$ is $3.2$, $2.0$, $1.8$ and $2.6$ at $A=1,2,3,4$. The width exceeds the energy in each of these rows, and the ratio grows without limit as the real part of the energy falls to zero. This is a statement about $n=1$. Higher pairs reach smaller ratios: the smallest $\Gamma/E$ along the track is about $0.94$ for $n=2$ and $0.34$ for $n=6$. By $A=4.50$ the real part of the energy is negative, while the pole is still complex. A peak at that energy would have no meaning in scattering.

The square-root law describes the last part well. At $A=4.60$ it gives $\operatorname{Re}\beta\approx\sqrt{8.7722\times0.00334}=0.171$, as in the table. After the collision the two poles are at:

| $A$ | upper, $\operatorname{Im}\beta$ | lower, $\operatorname{Im}\beta$ |
|---|---|---|
| 4.65 | −0.3517 | −1.6349 |
| 4.70 | −0.0600 | −1.9124 |
| 4.80 | 0.3566 | −2.3013 |
| 5.00 | 0.9635 | −2.8552 |

Between $4.70$ and $4.80$ the upper pole changes from a virtual to a bound state. The linear law near threshold gives $\kappa\approx4.712\times0.0876=0.413$ at $A=4.80$, which is 16% above the computed $0.3566$; its range is short.

At $A=5$ the second level has energy $-\kappa^2=-0.92827$. Diagonalizing the Hamiltonian in a box of radius $12a$ with 800 sine functions gives $-0.92826$. The same calculation at $A=4.65$ finds one negative level, that of $n=0$, and none for the virtual state.

To give these numbers a scale, take a free electron and the round radius $a=1$ nm. The energy unit is then $0.0381$ eV. The first level binds at $V_0=0.0940$ eV. The $n=1$ pair collides at $0.8074$ eV and the second level binds at $0.8461$ eV, so the virtual stage spans about $0.039$ eV of depth. At $A=5$, or $V_0=0.9525$ eV, the second level lies at $-0.0354$ eV. These are values for a model well and describe no particular material.

### Where the result stops

The derivation used a free wave right up to a sharp edge at $r=a$. The collision point $k=-i/a$ and the bound $\operatorname{Im}k<-1/a$ rest on that edge and on zero angular momentum. For $l\ge1$ the outside wave contains the centrifugal term, the matching condition changes, and the results do not carry over: for $l=1$ and $A=3$ there is a complex pole at $\beta\approx0.539-0.100i$, far above $-i$. Neither statement has been shown for a well with a rounded edge or with a barrier around it. The depth was also taken as real; absorption, described by a complex depth, would remove the mirror symmetry $\beta\to-\beta^*$ that makes the two poles meet on the axis.

The computed pole positions, the scattering length and the level energy at $A=5$ can be compared with the numerical output that follows.

## Table of computed values

```
Pole positions beta = k a (dimensionless)
pair n=1, right-hand member, before the collision:
  A=1.00: Re=4.1200 Im=-2.3012 Re(beta^2)=11.6785
  A=2.00: Re=3.9278 Im=-1.6475 Re(beta^2)=12.7131
  A=3.00: Re=3.3618 Im=-1.3106 Re(beta^2)=9.5838
  A=4.00: Re=2.2149 Im=-1.0964 Re(beta^2)=3.7035
  A=4.50: Re=0.9462 Im=-1.0152 Re(beta^2)=-0.1354
  A=4.60: Re=0.1711 Im=-1.0005 Re(beta^2)=-0.9717
A=1e-12: Re=3.2433 Im=-31.7884
n=1 after the collision, Im beta of upper and lower pole:
  A=4.65: upper=-0.3517 lower=-1.6349
  A=4.70: upper=-0.0600 lower=-1.9124
  A=4.80: upper=0.3566 lower=-2.3013
  A=5.00: upper=0.9635 lower=-2.8552
lower pole at A=12: Im beta=-11.4989
lone n=0 pole, Im beta:
  A=0.50: -2.2340
  A=0.90: -1.2064
  A=1.20: -0.6211
  A=1.50: -0.1124
  A=2.00: 0.6380
lone pole at A=1: Im beta=-1.000000
its slope d(Im beta)/dA at A=1: 2.0000
n, root of tan t=t, A collision, A binding, window in A, in A^2:
  1 4.49341 4.60334 4.71239 0.10905 1.01588
  2 7.72525 7.78971 7.85398 0.06428 1.00551
  3 10.90412 10.94988 10.99557 0.04569 1.00278
pole order at -i: collision 2.000, A=1 1.000
square-root law coefficient: formula 8.7722
  numerical: before 8.7712, after 8.7733
slope at zero, n=1: numerical 4.7124
highest Im beta of complex poles on the A grid: -1.0152
Re S at ka=0.001: A=3pi/2 -1.00000, A=4 1.00000
A=4.70: scattering length/a=-16.173, -1/y=-16.659
A=5 second level, units hbar^2/(2ma^2): pole -0.92827, box -0.92826
free electron, a=1.0 nm: energy unit=0.038100 eV
  V0 first binding (n=0): 0.0940 eV
  V0 collision (n=1): 0.8074 eV
  V0 binding (n=1): 0.8461 eV
  A=5: V0=0.9525 eV, second level=-0.03537 eV
```
